# Multiphonon Capture with Static Coupling and Its Classical Activated Limit

## 1. Capture from the vibrational ground state

A carrier at the band edge is captured by a defect, and the electronic energy it loses becomes lattice vibration. Take one vibrational mode of angular frequency $\omega$ at zero temperature. Let $q=(a+a^\dagger)/\sqrt2$ be its dimensionless coordinate, with $[a,a^\dagger]=1$. Before capture (state $i$) the oscillator is centred at $q=0$; after capture (state $f$) it is centred at $q=d$. The potential energies are

$$V_i=E+\tfrac12\hbar\omega q^2,\qquad V_f=\tfrac12\hbar\omega(q-d)^2 .\tag{1}$$

The two frequencies are equal, so $E>0$ is the energy released between the vibrational ground states. Define

$$S=\frac{d^2}{2},\qquad \Lambda=S\hbar\omega,\qquad p=\frac{E}{\hbar\omega}.\tag{2}$$

Here $S$ is the Huang-Rhys factor and $\Lambda$ is the energy the lattice gives up when it relaxes from $q=0$ to $q=d$ in state $f$. For now $p$ is an integer, the number of phonons emitted.

The electronic states are those found with the lattice held at $q=0$, and they are not readjusted as the lattice moves. This is the static scheme. At $q=0$ they diagonalize the electronic Hamiltonian, so no off-diagonal element remains there. To first order in the displacement, the element that drives capture is

$$V_{fi}(q)=\lambda q .\tag{3}$$

"Static" thus describes the electronic basis; the coupling itself varies with $q$.

The final oscillator has the lowering operator $b=a-\sqrt S$, because $d/\sqrt2=\sqrt S$. The initial ground state obeys $a|0_i\rangle=0$, hence $b|0_i\rangle=-\sqrt S\,|0_i\rangle$: it is a coherent state of the final oscillator. Its normalized expansion is

$$\langle n_f|0_i\rangle=e^{-S/2}\frac{(-\sqrt S)^n}{\sqrt{n!}} .\tag{4}$$

To find the coupling element, write $q=d+(b+b^\dagger)/\sqrt2$. The term in $b$ contributes $-\sqrt{S/2}=-d/2$. For the term in $b^\dagger$, use $\langle n_f|b^\dagger=\sqrt n\,\langle (n-1)_f|$ and, from (4), $\langle(n-1)_f|0_i\rangle=-\sqrt{n/S}\,\langle n_f|0_i\rangle$. Therefore

$$\langle n_f|q|0_i\rangle=\left(\frac d2-\frac{n}{\sqrt{2S}}\right)\langle n_f|0_i\rangle=\frac{S-n}{d}\,\langle n_f|0_i\rangle .\tag{5}$$

Energy conservation selects $n=p$. The factor in (5) is then $(S-p)/d$, which has a simple meaning. Setting $V_i=V_f$ in (1) gives $E=-\hbar\omega dq+\Lambda$, so the curves cross at

$$q_c=\frac{\Lambda-E}{\hbar\omega d}=\frac{S-p}{d}.\tag{6}$$

The linear coupling acts as if it were a constant, $\lambda q_c$, its value at the crossing. The capture probability is weighted by $|\langle p_f|0_i\rangle|^2=e^{-S}S^p/p!$. At zero temperature there is no thermal activation. When $|q_c|>1$, the crossing lies above the zero-point energy $\tfrac12\hbar\omega$ of the initial oscillator, and the lattice coordinate passes from one curve to the other by tunnelling.

## 2. The coupling element for every initial level

The Hamiltonians belonging to (1) share the same kinetic energy, so

$$H_f-H_i=\Lambda-E-\hbar\omega d\,q .\tag{7}$$

Take this between an initial level $m$ and a final level $n=m+p'$, where $p'$ is any integer with $n\ge0$. The eigenvalues are $E+(m+\frac12)\hbar\omega$ and $(n+\frac12)\hbar\omega$. Letting $H_f$ act to the left and $H_i$ to the right gives

$$(p'\hbar\omega-E)\langle n_f|m_i\rangle=(\Lambda-E)\langle n_f|m_i\rangle-\hbar\omega d\,\langle n_f|q|m_i\rangle .$$

The energy $E$ cancels, leaving

$$\langle (m+p')_f|q|m_i\rangle=\frac{S-p'}{d}\,\langle(m+p')_f|m_i\rangle .\tag{8}$$

This is exact within the model, and the factor $(S-p')/d$ does not depend on $m$. On the energy shell, $p'=p$, the factor is $q_c$. Replacing (3) by its value at the initial minimum would give no capture at all. If the coupling has its zero at some other point $q_0$, so that $V_{fi}=\lambda(q-q_0)$, linearity replaces $q_c$ by $q_c-q_0$ on the energy shell.

Equation (8) relies on a single mode, equal frequencies and a linear displacement. With unequal frequencies, (7) acquires a term in $q^2$. With several displaced modes, only one of which carries the coupling, fixing the total energy does not fix the energy exchanged with that mode. This holds even when all frequencies are equal: the coupling coordinate then has a component along an undisplaced direction, which emits or absorbs one phonon and adds a contribution that does not vanish at $p=S$. In those cases the crossing value is not an exact replacement.

## 3. The thermal rate

Let the lattice be in equilibrium at temperature $T$ before capture, and define

$$x=\frac{\hbar\omega}{k_BT},\qquad w_m=(1-e^{-x})e^{-mx},\qquad \bar n=\frac1{e^x-1}.\tag{9}$$

Phonon relaxation is assumed fast enough to maintain this distribution and to prevent return from the hot final state. The coupling is treated to lowest order. Fermi's golden rule with (8) gives

$$k=\frac{2\pi}{\hbar}\sum_{p'}\lambda^2\frac{(S-p')^2}{2S}\,F_{p'}\,\delta(E-p'\hbar\omega),\tag{10}$$

$$F_{p'}=\sum_m w_m\,|\langle(m+p')_f|m_i\rangle|^2 .\tag{11}$$

A strictly single mode therefore gives a comb of sharp lines in $E$, not a smooth rate. In a solid, the modes have a spread of frequencies, which can merge the lines when many phonons are emitted. The simplest smoothing averages (10) over an energy window of width $\hbar\omega$ centred on line $p$, which turns the delta function into $1/\hbar\omega$:

$$k=\frac{2\pi}{\hbar}\,\frac{V_c^2}{\hbar\omega}\,F_p,\qquad V_c=\lambda|q_c|=\lambda\frac{|S-p|}{\sqrt{2S}} .\tag{12}$$

This is a coarse-grained rate, and the smoothing is an assumption added to the single-mode model.

### The thermal overlap factor

The sums (11) are the Fourier coefficients of

$$G(t)=\sum_{m,n}w_m|\langle n_f|m_i\rangle|^2e^{i(m-n)\omega t}=\sum_{p'}F_{p'}e^{-ip'\omega t}.\tag{13}$$

Let $h=\hbar\omega(a^\dagger a+\frac12)$ and $D=e^{\sqrt S(a^\dagger-a)}$. Since $DaD^\dagger=a-\sqrt S=b$, the final Hamiltonian is $DhD^\dagger$. Hence

$$G(t)=\langle e^{iht/\hbar}De^{-iht/\hbar}D^\dagger\rangle=\langle e^Ae^B\rangle ,$$

where the average is thermal, $\theta=\omega t$, and

$$A=\sqrt S(a^\dagger e^{i\theta}-ae^{-i\theta}),\qquad B=-\sqrt S(a^\dagger-a).$$

The commutator is a number, $[A,B]=-S(e^{i\theta}-e^{-i\theta})=-2iS\sin\theta$. Therefore $e^Ae^B=e^{A+B}e^{-iS\sin\theta}$, with $A+B=\beta a^\dagger-\beta^*a$ and $\beta=\sqrt S(e^{i\theta}-1)$.

For the thermal average, put raising operators to the left:

$$\langle e^{\beta a^\dagger-\beta^*a}\rangle=e^{-|\beta|^2/2}\sum_j\frac{(-|\beta|^2)^j}{(j!)^2}\langle a^{\dagger j}a^j\rangle .$$

Terms with unequal powers vanish because the thermal state is diagonal in $m$. With $r=e^{-x}$,

$$\langle a^{\dagger j}a^j\rangle=(1-r)\sum_{m\ge j}\frac{m!}{(m-j)!}r^m=j!\left(\frac r{1-r}\right)^j=j!\,\bar n^j .$$

The sum over $j$ is then $e^{-\bar n|\beta|^2}$. Using $|\beta|^2=2S(1-\cos\theta)$,

$$G(t)=\exp\{-S(2\bar n+1)(1-\cos\theta)-iS\sin\theta\}$$
$$\phantom{G(t)}=\exp\{-S(2\bar n+1)+S(\bar n+1)e^{-i\theta}+S\bar n e^{i\theta}\}.\tag{14}$$

The term with $\bar n+1$ describes emission and the term with $\bar n$ absorption. Now use the generating function $e^{(z/2)(u+1/u)}=\sum_l I_l(z)u^l$ of the modified Bessel functions. Matching it to (14) requires $zu/2=S(\bar n+1)e^{-i\theta}$ and $z/(2u)=S\bar ne^{i\theta}$. The product and quotient of these conditions give

$$z=2S\sqrt{\bar n(\bar n+1)},\qquad u=\sqrt{\frac{\bar n+1}{\bar n}}\,e^{-i\theta}.$$

The coefficient of $e^{-ip\theta}$ is

$$F_p=e^{-S(2\bar n+1)}\left(\frac{\bar n+1}{\bar n}\right)^{p/2}I_p\!\left(2S\sqrt{\bar n(\bar n+1)}\right).\tag{15}$$

Equations (12) and (15) are the multiphonon capture rate. For non-integer $p$, the Bessel function of order $p$ supplies a smooth interpolation.

This interpolation and the window average were tested against a continuous band of modes with a 10% rms frequency spread, at 300 K and with the parameters of Section 6. The band line shape exceeded (15) by about 0.5%, both at $p=30$ and at $p=30.5$. That comparison concerns the overlap factor at this temperature and these two values of $p$. It does not test the linear coupling in a dispersed band, and it does not carry over to the low-temperature rates of Section 6, which are single-mode values.

## 4. Low temperature

For small argument, $I_p(z)=(z/2)^p[1+z^2/(4(p+1))+\dots]/p!$. The powers of $\bar n$ in (15) then combine to

$$F_p=e^{-S(2\bar n+1)}\frac{S^p(\bar n+1)^p}{p!}\left[1+\frac{S^2\bar n(\bar n+1)}{p+1}+\dots\right].$$

Keeping terms linear in $\bar n$,

$$F_p\simeq\frac{e^{-S}S^p}{p!}\left\{1+\bar n\left[p-2S+\frac{S^2}{p+1}\right]\right\}.\tag{16}$$

The limit $\bar n\to0$ returns the zero-temperature result of Section 1. The first thermal change is governed by the phonon energy through $\bar n\simeq e^{-x}$, not by the crossing barrier. Its sign can be negative: for $p=S+1$ the bracket is $(2-S)/(S+2)$, so at $S>2$ the rate first falls on heating.

## 5. The classical limit

### Which limit gives activation

The crossing energy above the initial minimum is, from (6),

$$E_b=\tfrac12\hbar\omega q_c^2=\frac{(E-\Lambda)^2}{4\Lambda}=\frac{(E-S\hbar\omega)^2}{4S\hbar\omega}.\tag{17}$$

If $T\to\infty$ with everything else fixed, $e^{-E_b/k_BT}$ merely tends to one. An activated law with this exponent is obtained by letting $\hbar\omega\to0$ at fixed $E$, $\Lambda$ and $T$, with $E\neq\Lambda$. Then $x\to0$, while $p$ and $S$ grow as $1/\hbar\omega$, so that $px$ and $Sx$ stay finite. This is the precise meaning of the high-temperature limit here.

From (9), $(\bar n+1)/\bar n=e^x$, $2\bar n+1=\coth(x/2)$ and $z=S/\sinh(x/2)$. Since $\coth(x/2)-1/\sinh(x/2)=\tanh(x/4)$,

$$\ln F_p=\frac{px}2-S\tanh\frac x4+\ln[e^{-z}I_p(z)] .\tag{18}$$

### The Bessel function at large order and argument

Here $z$ grows as $(\hbar\omega)^{-2}$, faster than $p$, yet $p^2/z$ stays finite. The usual large-argument form at fixed order would therefore lose part of the exponent. Start instead from the Fourier integral of the generating function, for integer $p$:

$$I_p(z)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{z\cos\phi-ip\phi}\,d\phi .$$

Shift the contour to $\phi=s-i\mu$, with $\sinh\mu=p/z$; the end pieces cancel by periodicity. With $R=\sqrt{z^2+p^2}=z\cosh\mu$,

$$I_p(z)=\frac{e^{-p\mu}}{2\pi}\int_{-\pi}^{\pi}e^{R\cos s+ip(\sin s-s)}\,ds .\tag{19}$$

The linear term in $s$ has gone. For large $R$ the integrand is a narrow Gaussian of variance $1/R$. The next terms in the exponent are $Rs^4/24$ and $-ips^3/6$. Their Gaussian averages, the cubic term entering at second order, give

$$I_p(z)\simeq\frac{e^{R-p\mu}}{\sqrt{2\pi R}}\left[1+\frac1{8R}-\frac{5p^2}{24R^3}\right].\tag{20}$$

Since $p/z$ is small, expand $R=z+p^2/(2z)-p^4/(8z^3)+\dots$ and $p\mu=p^2/z-p^4/(6z^3)+\dots$. Thus

$$R-p\mu=z-\frac{p^2}{2z}+\frac{p^4}{24z^3}+\dots\tag{21}$$

To leading order, $1/z=x/(2S)$ and $\tanh(x/4)=x/4$. The exponent in (18) becomes

$$\frac{px}2-\frac{Sx}4-\frac{p^2x}{4S}=-\frac{x(p-S)^2}{4S}=-\frac{E_b}{k_BT},\tag{22}$$

and the prefactor is $(2\pi z)^{-1/2}=\sqrt{x/(4\pi S)}$. Inserting both in (12) and using $x/[S(\hbar\omega)^2]=1/(\Lambda k_BT)$ gives

$$k_{\rm cl}=\frac{2\pi}{\hbar}\,\frac{V_c^2}{\sqrt{4\pi\Lambda k_BT}}\,\exp\left[-\frac{(E-S\hbar\omega)^2}{4S\hbar\omega\,k_BT}\right].\tag{23}$$

### Classical meaning

The same result follows from a golden-rule rate at each lattice position, weighted by the classical distribution $P(q)=\sqrt{x/2\pi}\,e^{-xq^2/2}$:

$$k_{\rm cl}=\frac{2\pi}\hbar\int P(q)\,\lambda^2q^2\,\delta(V_i-V_f)\,dq .\tag{24}$$

The gap $V_i-V_f=E-\Lambda+\hbar\omega dq$ has slope $\hbar\omega d$. The delta function therefore sets $q=q_c$ and contributes $1/(\hbar\omega d)$, which reproduces (23). The exponential is the Boltzmann factor of the distortion that brings the electronic levels together.

For $E<\Lambda$ the crossing lies at positive $q$, on the side towards the final minimum, and the barrier falls as $E$ increases. For $E>\Lambda$ it lies at negative $q$, and the barrier rises with $E$. At $E=\Lambda$ it vanishes, but so does $V_c$ for the coupling (3). The lowest-order coarse-grained rate is then zero, and the outcome depends on what the model omits, such as a constant or higher-order coupling, coupling through an undisplaced mode, or a spread of mode frequencies.

### The first quantum correction

Now keep the next order in (18)–(21). The expansions are $-S\tanh(x/4)=-Sx/4+Sx^3/192$ and $1/z=x/(2S)+x^3/(48S)$. The additional exponent is

$$\frac{Sx^3}{192}-\frac{p^2x^3}{96S}+\frac{p^4x^3}{192S^3}=\frac{(S^2-p^2)^2x^3}{192S^3}.$$

The factor $R^{-1/2}=z^{-1/2}(1+p^2/z^2)^{-1/4}$ contributes $x^2/48-p^2x^2/(16S^2)$ to the logarithm, and $1/(8R)$ contributes $x/(16S)$. The last term in (20) is of higher order. Hence

$$\ln\frac k{k_{\rm cl}}\simeq\frac{(S^2-p^2)^2x^3}{192S^3}+\frac{x^2}{48}-\frac{p^2x^2}{16S^2}+\frac x{16S}.\tag{25}$$

All four terms scale as $(\hbar\omega)^2$ at fixed $E$, $\Lambda$ and $T$. The first comes from the exponent and is never negative. The other three come from the prefactor, and of these the term in $p^2x^2$ reduces the rate.

Equation (25) also settles the other order of limits. At fixed $\hbar\omega$ and $T\to\infty$, its term linear in $x$ changes the coefficient of $-1/k_BT$ in $\ln(k\sqrt T)$ from $E_b$ to $E_b-\hbar\omega/(16S)$. The classical barrier therefore dominates this coefficient when $(p-S)^2\gg\frac14$.

## 6. A worked example

Take round model parameters: $\hbar\omega=20$ meV, $E=0.600$ eV, $S=15$ and $\lambda=0.20$ meV. They give $p=30$, $\Lambda=0.300$ eV and $d=\sqrt{30}=5.477$. The crossing and barrier are

$$q_c=\frac{15-30}{5.477}=-2.739,\qquad E_b=\frac{(0.600-0.300)^2}{4(0.300)}=0.0750\ {\rm eV}.$$

The coupling at the crossing is $V_c=0.20\times2.739=0.548$ meV. The factor multiplying $F_p$ in (12) is $1.432\times10^{11}\ {\rm s^{-1}}$.

At 300 K, $x=0.7736$, so $k_BT=20/0.7736=25.85$ meV. Equation (15) gives $F_p=4.157\times10^{-3}$ and

$$k=(1.432\times10^{11})(4.157\times10^{-3})=5.95\times10^8\ {\rm s^{-1}}.$$

The classical factor is $\sqrt{0.7736/(60\pi)}\,e^{-75.0/25.85}=3.52\times10^{-3}$, giving $k_{\rm cl}=5.04\times10^8\ {\rm s^{-1}}$. The full model rate is 18% above it.

The rate $k$ refers to one carrier and one empty defect in a volume $\Omega$, here 1000 nm³ or $10^{-18}$ cm³. For carrier density $n_c$ and empty-defect density $N$, capture obeys $dn_c/dt=-CNn_c$ with $C=\Omega k$. Thus $C=5.95\times10^{-10}\ {\rm cm^3\,s^{-1}}$ at 300 K. A normalized extended carrier state has amplitude proportional to $\Omega^{-1/2}$, so $\lambda^2\propto1/\Omega$ and $C$ does not depend on the chosen volume. Coulomb attraction and the thermal spread of carrier energies are left out.

### From tunnelling to activation

At zero temperature $k=3.17\times10^7\ {\rm s^{-1}}$. At 100 K the full rate is $6.37\times10^7\ {\rm s^{-1}}$, 24 times the classical value. Equation (16), with $\bar n=0.109$ and a bracket of $225/31=7.26$, predicts a rise by a factor 1.79 from zero temperature; the full factor is 2.01. At 600 K the full and classical rates agree within 1%.

Since $k_{\rm cl}\propto T^{-1/2}e^{-E_b/k_BT}$, the negative slope of $\ln k_{\rm cl}$ against $1/k_BT$ is $E_b-k_BT/2$. Adding $k_BT/2$ to the corresponding slope of the full rate defines an apparent barrier. It is 0.0180 eV at 100 K, 0.0605 eV at 300 K, 0.0723 eV at 600 K and 0.0748 eV at 1000 K. At 300 K the apparent barrier is thus about 19% below $E_b$ in this model. The slope itself, without the added $k_BT/2$, is about 37% below $E_b$.

At 1000 K the full rate is slightly below the classical one, with a ratio of 0.9975. Equation (25) accounts for this. With $x=0.232$, its terms are $0.0088$, $0.0011$, $-0.0135$ and $0.0010$, whose sum is $-0.0026$. The last three terms, from the prefactor, sum to $-0.0114$ and outweigh the positive first term, from the exponent.

The order of the correction can be checked at 300 K by reducing $\hbar\omega$ at fixed $E$ and $\Lambda$. From 20 to 10 to 5 meV, $\ln(k/k_{\rm cl})$ falls from 0.166 to 0.046 to 0.012, approaching the factor of four per halving required by (25).

### Is the coupling weak enough?

Near a crossing traversed at constant speed, the gap changes linearly in time. The first-order transition amplitude has magnitude $(V_c/\hbar)|\int e^{i\alpha t^2/2}dt|$, with $\alpha=|d(V_i-V_f)/dt|/\hbar$. The integral has squared magnitude $2\pi/\alpha$, so the probability per passage is

$$P_{\rm pass}=\frac{2\pi V_c^2}{\hbar\,|d(V_i-V_f)/dt|}.\tag{26}$$

The gap slope is $\hbar\omega d$, and the rms velocity of $q$ is $\omega\sqrt{k_BT/\hbar\omega}$. At 300 K this gives $P_{\rm pass}=7.6\times10^{-4}$, for the crossing with one carrier state. Because $\lambda^2\propto1/\Omega$, this number depends on the chosen volume. For capture from a band, the volume-independent measure is the sum over the band states crossed. About $\Omega(2\pi m k_BT/h^2)^{3/2}\approx12.5$ states of one spin lie within thermal reach for a free-electron mass $m$ in 1000 nm³ ($h$ here is Planck's constant), so the sum is about 0.01, small enough for the lowest-order treatment. When $P_{\rm pass}$ approaches one, the rate no longer grows as $V_c^2$ and (23) fails, even if the lattice is classical.

The numerical output gives the remaining values and the accuracy of the checks.

## Numbers as computed

```
phonon energy = 20.0 meV
energy released E = 0.600 eV
Huang-Rhys factor S = 15.0
phonons emitted p = 30
relaxation energy Lambda = 0.300 eV
coupling lambda = 0.20 meV
volume = 1000 nm^3
minimum displacement d = 5.4772 (dimensionless)
crossing q_c = -2.7386 (dimensionless)
coupling at crossing V_c = 0.5477 meV
classical barrier E_b = 0.0750 eV
rate unit (2 pi/hbar)V_c^2/(hbar omega) = 1.4319e+11 1/s
Landau-Zener exponent at 300 K = 7.57e-04
zero-temperature F_p = 2.2114e-04
zero-temperature rate = 3.1664e+07 1/s
300 K: x = 0.7736, n = 0.8564
T (K) | F_p | k (1/s) | C (cm^3/s) | k_cl (1/s) | k/k_cl
   10 | 2.2114e-04 | 3.1664e+07 | 3.1664e-11 | 7.9937e-28 | 3.961e+34
  100 | 4.4478e-04 | 6.3687e+07 | 6.3687e-11 | 2.6378e+06 | 24.14
  200 | 1.8130e-03 | 2.5960e+08 | 2.5960e-10 | 1.4476e+08 | 1.793
  300 | 4.1572e-03 | 5.9526e+08 | 5.9526e-10 | 5.0417e+08 | 1.181
  600 | 1.0704e-02 | 1.5327e+09 | 1.5327e-09 | 1.5207e+09 | 1.008
 1000 | 1.4658e-02 | 2.0989e+09 | 2.0989e-09 | 2.1043e+09 | 0.9975
T (K) | apparent barrier (eV)
  100 | 0.0180
  200 | 0.0464
  300 | 0.0605
  600 | 0.0723
 1000 | 0.0748
At 300 K, fixed E and Lambda:
phonon energy (meV) | ln(k/k_cl) | second-order prediction
20.000 | 0.166088 | 0.191632
10.000 | 0.046106 | 0.047908
5.000 | 0.011861 | 0.011977
2.500 | 0.002987 | 0.002994
1.250 | 0.000748 | 0.000749
band/single-mode line shape, p = 30: 1.0045
band/single-mode line shape, p = 30.5: 1.0046
largest error of coupling identity = 3.8e-15
largest relative error of thermal sum = 4.7e-14
```
